**Energy-zero dependence of the Wolfsberg-Helmholz rule**

The program compares a true change of energy zero, which adds $cS_{ij}$ to $H_{ij}$, with the Wolfsberg-Helmholz rule $H_{ij}=KS_{ij}(h_i+h_j)/2$, which adds $KcS_{ij}$ off the diagonal. Here $h_i$ are the diagonal orbital energies, $S_{ij}$ the overlaps, $K$ the Wolfsberg-Helmholz constant and $c$ the shift. By numerical diagonalization it asserts the closed two-orbital formulas for levels and Mulliken populations, the shift at which the lower orbital changes phase, and the sum rule and slopes for three orbitals. It also asserts that the levels shift rigidly when $K=1$, when the off-diagonal overlaps vanish, or when a suitable constant is used for each pair. In the two-orbital model, a 4 eV shift lowers the gap from 6.33 to 5.23 eV and raises the larger Mulliken population from 1.67 to 1.82. For H₂⁺ at 2 bohr, integrals evaluated by quadrature keep the gap at 10.69 eV after the same shift, whereas the rule with its original $K$ gives 9.08 eV.

## Numerical verification

```python
"""Does the Wolfsberg-Helmholz (WH) rule respect a change of energy zero?

Result under test: adding c to a Hamiltonian adds c*S_ij to H_ij, whereas
the WH rule H_ij = K*S_ij*(h_i+h_j)/2 adds K*c*S_ij. Thus, for K != 1 and
nonzero overlap, WH levels do not all shift by c; gaps and charges can change.
Symbols: h = diagonal orbital energies, S = overlap matrix, K = WH constant,
c = shift, m = mean of two diagonal energies, d = half their difference.
Model energies are in eV. H2+ integrals are computed in atomic units.
"""
import numpy as np
from scipy.constants import physical_constants
from scipy.linalg import eigh
from scipy.optimize import brentq


def wh_matrix(h, S, K):
    """WH Hamiltonian; K may be a number or a symmetric matrix."""
    H = K * S * (h[:, None] + h[None, :]) / 2
    np.fill_diagonal(H, h)
    return H


def solve(h, S, K):
    return eigh(wh_matrix(h, S, K), S)


def h2plus_integrals(R, shift):
    """S12, H11, H12 for hydrogen 1s functions, by spheroidal quadrature."""
    t, wt = np.polynomial.laguerre.laggauss(24)
    eta, we = np.polynomial.legendre.leggauss(24)
    xi = (1 + t / R)[:, None]
    eta = eta[None, :]
    ra, rb = R * (xi + eta) / 2, R * (xi - eta) / 2
    weight = (wt * np.exp(t) / R)[:, None] * we[None, :]
    volume = 2 * np.pi * (R / 2)**3 * (xi**2 - eta**2) * weight
    fa, fb = np.exp(-ra) / np.sqrt(np.pi), np.exp(-rb) / np.sqrt(np.pi)
    cosine = (ra**2 + rb**2 - R**2) / (2 * ra * rb)
    potential = -1 / ra - 1 / rb + shift
    overlap = np.sum(volume * fa * fb)
    H11 = np.sum(volume * (0.5 + potential) * fa**2)
    H12 = np.sum(volume * (0.5 * cosine + potential) * fa * fb)
    return overlap, H11, H12


K, c, s = 1.75, 4.0, 0.25
S2 = np.array([[1, s], [s, 1]])

# Two unequal orbitals: numerical eigenproblem against closed formulas.
h2 = np.array([-14.0, -10.0])
m, d = h2.mean(), (h2[1] - h2[0]) / 2


def two_level_formula(shift, constant):
    b = (constant - 1) * s * (m + shift)
    root = np.sqrt(b**2 + (1 - s**2) * d**2)
    levels = m + shift + (-b * s + np.array([-root, root])) / (1 - s**2)
    return levels, 2 * d / root


def mulliken(vector, S):
    return 2 * vector * (S @ vector)


two = {}
for shift in (0.0, c, 10.0, -2 * m):
    E, C = solve(h2 + shift, S2, K)
    q = mulliken(C[:, 0], S2)
    E_formula, q_difference = two_level_formula(shift, K)
    assert np.allclose(E, E_formula, atol=1e-10)
    assert abs(q[0] - q[1] - q_difference) < 1e-10
    two[shift] = (E, C, q)
gap0, gapc = np.ptp(two[0.0][0]), np.ptp(two[c][0])
assert abs(gapc - gap0) > 0.5
assert abs(np.ptp(two[-2 * m][0]) - gap0) < 1e-10
assert two[0.0][1][:, 0].prod() > 0
assert two[-2 * m][1][:, 0].prod() < 0

# Adding c*S to the finished matrix is the correct change of zero.
E_true, C_true = eigh(wh_matrix(h2, S2, K) + c * S2, S2)
assert np.allclose(E_true, two[0.0][0] + c, atol=1e-10)
assert np.allclose(mulliken(C_true[:, 0], S2), two[0.0][2], atol=1e-10)


def phase_ratio(shift):
    vector = solve(h2 + shift, S2, K)[1][:, 0]
    return vector[1] / vector[0]


c_star = brentq(phase_ratio, 5.0, 11.0)
assert abs(c_star - (-m - d / (K - 1))) < 1e-8
assert phase_ratio(c_star - 0.1) > 0 > phase_ratio(c_star + 0.1)
q_star = mulliken(solve(h2 + c_star, S2, K)[1][:, 0], S2)
assert abs(q_star[0] - 2) < 1e-8

# Two equal orbitals, including the loss of splitting at K = 1.
h_equal = np.array([-12.0, -12.0])
equal_gaps = []
for shift in (0.0, c):
    E = solve(h_equal + shift, S2, K)[0]
    a = h_equal[0] + shift
    expected = [a * (1 + K * s) / (1 + s), a * (1 - K * s) / (1 - s)]
    assert np.allclose(E, np.sort(expected), atol=1e-10)
    gap_formula = 2 * (K - 1) * s * abs(a) / (1 - s**2)
    assert abs(np.ptp(E) - gap_formula) < 1e-10
    equal_gaps.append(np.ptp(E))
gap_K1 = np.ptp(solve(h_equal, S2, 1.0)[0])
assert gap_K1 < 1e-10

# Three orbitals: trace identity, slopes, K = 1, zero overlap, and the cure.
h3 = np.array([-20.0, -14.0, -10.0])
S3 = np.array([[1, 0.25, 0.10], [0.25, 1, 0.30], [0.10, 0.30, 1]])
E3, C3 = solve(h3, S3, K)
E3c = solve(h3 + c, S3, K)[0]
trace_inverse = np.trace(np.linalg.inv(S3))
sum_shift = np.sum(E3c - E3)
assert trace_inverse > 3
assert abs(sum_shift - (3 * c - (K - 1) * c * (trace_inverse - 3))) < 1e-9
step = 1e-3
slopes = (solve(h3 + step, S3, K)[0] - solve(h3 - step, S3, K)[0]) / (2 * step)
pair_population = np.array([
    2 * sum(v[i] * v[j] * S3[i, j] for i in range(3) for j in range(i))
    for v in C3.T])
assert np.allclose(pair_population, 1 - np.sum(C3**2, axis=0), atol=1e-10)
assert np.allclose(slopes, 1 + (K - 1) * pair_population, atol=1e-6)
assert np.allclose(solve(h3 + c, S3, 1.0)[0],
                   solve(h3, S3, 1.0)[0] + c, atol=1e-10)
assert np.allclose(solve(h3 + c, np.eye(3), K)[0],
                   solve(h3, np.eye(3), K)[0] + c, atol=1e-10)
mean3 = (h3[:, None] + h3[None, :]) / 2
K_pair = (K * mean3 + c) / (mean3 + c)
assert np.allclose(solve(h3 + c, S3, K_pair)[0], E3 + c, atol=1e-10)

# H2+: true integrals with the shift placed inside the potential.
hartree = physical_constants["Hartree energy in eV"][0]
R = 2.0
S12, H11, H12 = h2plus_integrals(R, 0.0)
S12c, H11c, H12c = h2plus_integrals(R, c / hartree)
S_exact = np.exp(-R) * (1 + R + R**2 / 3)
H11_exact = -0.5 - (1 - (1 + R) * np.exp(-2 * R)) / R
H12_exact = -S_exact / 2 - (1 + R) * np.exp(-R)
assert np.allclose([S12, H11, H12], [S_exact, H11_exact, H12_exact], atol=1e-10)
H11, H12, H11c, H12c = hartree * np.array([H11, H12, H11c, H12c])
assert abs(H12c - H12 - c * S12) < 1e-8
K_true, K_shifted = H12 / (S12 * H11), H12c / (S12c * H11c)
S_mol = np.array([[1, S12], [S12, 1]])
E_mol = eigh(np.array([[H11, H12], [H12, H11]]), S_mol)[0]
E_molc = eigh(np.array([[H11c, H12c], [H12c, H11c]]), S_mol)[0]
h_molc = np.array([H11c, H11c])
H12_wh = wh_matrix(h_molc, S_mol, K_true)[0, 1]
E_wh = solve(h_molc, S_mol, K_true)[0]
assert np.allclose(E_molc, E_mol + c, atol=1e-8)
assert abs(H12_wh - H12 - K_true * c * S12) < 1e-8
assert abs(np.ptp(E_wh) - np.ptp(E_mol)) > 0.5

print(f"Model: K = {K:.2f}, S12 = {s:.2f}, shift c = {c:.1f} eV")
print(f"Unequal orbitals: h1 = {h2[0]:.1f} eV, h2 = {h2[1]:.1f} eV")
print(f"Mean m = {m:.1f} eV, half difference d = {d:.1f} eV")
for shift in (0.0, c):
    E, C, q = two[shift]
    print(f"-- WH rule with c = {shift:.1f} eV")
    print(f"H12 = {wh_matrix(h2 + shift, S2, K)[0, 1]:.4f} eV")
    print(f"Levels = {E[0]:.4f}, {E[1]:.4f} eV; gap = {np.ptp(E):.4f} eV")
    print(f"Levels minus c = {E[0]-shift:.4f}, {E[1]-shift:.4f} eV")
    print(f"Lower level below h1 by {h2[0]+shift-E[0]:.4f} eV")
    print(f"Mulliken populations = {q[0]:.4f}, {q[1]:.4f} electrons")
print(f"Correct shifted H12 = {wh_matrix(h2, S2, K)[0, 1]+c*s:.4f} eV")
print(f"Correct shifted levels = {E_true[0]:.4f}, {E_true[1]:.4f} eV")
print(f"Phase change of lower orbital at c* = {c_star:.4f} eV")
print(f"Lower-orbital C2/C1 at c = 10 eV: {phase_ratio(10.0):.4f}")
print(f"Gap at c = -2m = {-2*m:.1f} eV: {np.ptp(two[-2*m][0]):.4f} eV")
print(f"Equal orbitals: h = {h_equal[0]:.1f} eV")
print(f"Gap before, after shift = {equal_gaps[0]:.4f}, {equal_gaps[1]:.4f} eV")
print(f"Gap with K = 1: {abs(gap_K1):.4f} eV")
print("Three orbitals: h =", ", ".join(f"{x:.1f}" for x in h3), "eV")
print(f"S12, S13, S23 = {S3[0,1]:.2f}, {S3[0,2]:.2f}, {S3[1,2]:.2f}")
print("Levels at c = 0:", ", ".join(f"{x:.4f}" for x in E3), "eV")
print("WH level shifts:", ", ".join(f"{x:.4f}" for x in E3c - E3), "eV")
print(f"Trace of inverse S = {trace_inverse:.6f}")
print(f"Sum of WH shifts = {sum_shift:.4f} eV; true sum = {3*c:.4f} eV")
print("Overlap populations p:", ", ".join(f"{x:.4f}" for x in pair_population))
print("Slopes dE/dc at c = 0:", ", ".join(f"{x:.4f}" for x in slopes))
print(f"Required K' for pairs 12, 13, 23 = {K_pair[0,1]:.4f}, "
      f"{K_pair[0,2]:.4f}, {K_pair[1,2]:.4f}")
print(f"H2+: R = {R:.1f} bohr, S12 = {S12:.6f}")
print(f"True H11, H12 at c = 0: {H11:.4f}, {H12:.4f} eV")
print(f"True H11, H12 after shift: {H11c:.4f}, {H12c:.4f} eV")
print(f"K from integrals before, after = {K_true:.4f}, {K_shifted:.4f}")
print(f"WH H12 after shift with old K = {H12_wh:.4f} eV")
print(f"True levels at c = 0: {E_mol[0]:.4f}, {E_mol[1]:.4f} eV")
print(f"True gap before, after = {np.ptp(E_mol):.4f}, {np.ptp(E_molc):.4f} eV")
print(f"WH gap after shift with old K = {np.ptp(E_wh):.4f} eV")
print("PASS")
```

Running it gives:

```
Model: K = 1.75, S12 = 0.25, shift c = 4.0 eV
Unequal orbitals: h1 = -14.0 eV, h2 = -10.0 eV
Mean m = -12.0 eV, half difference d = 2.0 eV
-- WH rule with c = 0.0 eV
H12 = -5.2500 eV
Levels = -14.5665, -8.2335 eV; gap = 6.3330 eV
Levels minus c = -14.5665, -8.2335 eV
Lower level below h1 by 0.5665 eV
Mulliken populations = 1.6737, 0.3263 electrons
-- WH rule with c = 4.0 eV
H12 = -3.5000 eV
Levels = -10.2128, -4.9872 eV; gap = 5.2256 eV
Levels minus c = -14.2128, -8.9872 eV
Lower level below h1 by 0.2128 eV
Mulliken populations = 1.8165, 0.1835 electrons
Correct shifted H12 = -4.2500 eV
Correct shifted levels = -10.5665, -4.2335 eV
Phase change of lower orbital at c* = 9.3333 eV
Lower-orbital C2/C1 at c = 10 eV: -0.0315
Gap at c = -2m = 24.0 eV: 6.3330 eV
Equal orbitals: h = -12.0 eV
Gap before, after shift = 4.8000, 3.2000 eV
Gap with K = 1: 0.0000 eV
Three orbitals: h = -20.0, -14.0, -10.0 eV
S12, S13, S23 = 0.25, 0.10, 0.30
Levels at c = 0: -20.7736, -12.5800, -7.1933 eV
WH level shifts: 4.3780, 3.8647, 2.7720 eV
Trace of inverse S = 3.328446
Sum of WH shifts = 11.0147 eV; true sum = 12.0000 eV
Overlap populations p: 0.1439, -0.0351, -0.4373
Slopes dE/dc at c = 0: 1.1079, 0.9737, 0.6720
Required K' for pairs 12, 13, 23 = 1.9808, 2.0227, 2.1250
H2+: R = 2.0 bohr, S12 = 0.586453
True H11, H12 at c = 0: -26.4638, -19.0271 eV
True H11, H12 after shift: -22.4638, -16.6813 eV
K from integrals before, after = 1.2260, 1.2662
WH H12 after shift with old K = -16.1511 eV
True levels at c = 0: -28.6746, -17.9828 eV
True gap before, after = 10.6918, 10.6918 eV
WH gap after shift with old K = 9.0758 eV
PASS
```
